# How a nearby positive charge can stiffen the CO bond

Q: When a metal carbonyl stretches at a higher frequency than free CO, I read it as sigma donation. The carbon lone pair, 5-sigma, is somewhat antibonding. The metal drains it, back-donation is too weak to compensate, and the bond gets stronger. What else could raise the frequency?

A: The electric field of the metal. To see whether it suffices, remove the metal's orbitals and keep its charge. Put a point charge \(q>0\) on the carbon side of CO and give it no orbitals, so that it cannot act as an acceptor. If the frequency still rises, donation is not a necessary cause.

Q: A bare positive charge would capture electrons.

A: A real one would, which is why the calculation must withhold orbitals from it. The first-order argument does not even need the electrons to respond in the energy.

I use atomic units and let \(z\) run from C to O. The charge sits at \(z=-D\), measured from the fixed centre of mass of \(^{12}\)C\(^{16}\)O. Let \(E_0(r)\) be the energy of free CO at bond length \(r\), with minimum \(r_0\), \(k=E_0''(r_0)\) and \(g=E_0'''(r_0)\). By a stronger bond I mean a shorter and stiffer one, not one with a larger dissociation energy.

The charge adds \(q\) times the electrostatic potential at its site. The orbitals of free CO make the energy stationary, so their relaxation changes the energy only at order \(q^2\). Hence

\[
E(r)=E_0(r)+q\,\phi(r)+O(q^2),
\]
\[
\phi(r)=\frac{6}{d_C}+\frac{8}{d_O}-\int\frac{\rho_0(\mathbf x;r)}{|\mathbf x-\mathbf R|}\,d^3x .
\]

Here \(\rho_0\) is the electron density of free CO at bond length \(r\), \(\mathbf R\) is the site of the charge, and \(d_C\) and \(d_O\) are its distances from the nuclei.

Q: That gives an energy. How do you get a frequency?

A: Find the new minimum, then the curvature there. With \(r=r_0+\Delta r\), and all derivatives of \(\phi\) taken at \(r_0\), the condition \(E'(r)=0\) reads, to first order,

\[
k\,\Delta r+q\phi'=0
\quad\Rightarrow\quad
\Delta r=-\frac{q\phi'}{k}.
\]

The curvature changes because the minimum has moved and because \(\phi\) is itself curved:

\[
\Delta k=g\,\Delta r+q\phi''
=q\left(\phi''-\frac{g\phi'}{k}\right).
\]

For reduced mass \(m\), \(\omega=\sqrt{k/m}\), so a small change gives \(\Delta\omega=\omega\,\Delta k/(2k)\). Since \(g<0\) for this bond, contraction raises the force constant.

Q: Why should the charge contract the bond rather than stretch it?

A: Expand the potential for large \(D\). Near the axis, \(1/|\mathbf x-\mathbf R|\approx 1/(D+z)\approx 1/D-z/D^2\). CO is neutral, so the first term cancels between nuclei and electrons. The second leaves

\[
\phi(r)\approx-\frac{\mu(r)}{D^2},
\]

where \(\mu\) is the dipole moment along \(+z\). The charge produces a field \(F=q/D^2\) along \(+z\), so the interaction energy is \(-\mu F\) and the force on \(r\) is \(+\mu'F\). In restricted Hartree–Fock theory \(\mu'=-0.994\,e\): stretching the bond makes the oxygen end more negative. The force is therefore negative, and the bond contracts.

Q: You used the density of free CO. Where is the polarisation?

A: It appears when the same mixed derivative is read in the other order:

\[
\frac{\partial}{\partial r}\frac{\partial E}{\partial q}
=\frac{\partial}{\partial q}\frac{\partial E}{\partial r}.
\]

On the left is the slope of the potential made by free CO. The bond force is \(-\partial E/\partial r\), so on the right is minus the change of that force, at fixed nuclei, per unit of charge introduced. That change contains the response of the electrons. The first-order energy needs only the unpolarised density, while the first-order force contains the polarised one.

In a uniform field the two contributions to the force separate neatly. With total mass \(M\), the nuclei lie at \(z_C=-r\,m_O/M\) and \(z_O=r\,m_C/M\). The direct force of the field on the bond coordinate is

\[
F\left(8\frac{dz_O}{dr}+6\frac{dz_C}{dr}\right)
=F\,\frac{8m_C-6m_O}{M}=0.0011\,F .
\]

It nearly vanishes because both nuclei have nearly the same charge-to-mass ratio, so the field accelerates them almost equally. Integrating the attraction of the field-induced electron density on each nucleus gives \(-0.991\,F\). The sum, \(-0.990\,F\), agrees with \(\mu'F\) to about 0.5%; the two sides were computed in different basis sets. In this frame the contraction comes almost entirely from the polarised electrons.

The split belongs to this isotopic molecule with its centre of mass held fixed. Near a point charge the field is not uniform, and I would then interpret only the total force.

Q: What does this polarisation do to the bond?

A: In free CO the pi electrons lie towards oxygen. On a scale from 0 at carbon to 1 at oxygen, their mean position is 0.758. A charge of \(+2\) on the carbon side moves it to 0.715. The pi electrons become more evenly shared, which fits a stronger covalent bond. That last link is an interpretation: the calculation establishes the displacement and the stiffening, but does not isolate the pi contribution to the stiffening.

Q: Is the effect large enough to matter for a real cation?

A: Take Sr\(^{2+}\) facing the carbon end. A Hartree–Fock energy scan at nearly the free bond length puts the ion 6.70 bohr from the CO centre of mass, so I use \(D=6.7\) bohr. First replace the ion by a point charge \(q=2\). Free CO has \(r_0=2.085\) bohr, \(k=1.5217\) and \(g=-5.481\); at the charge site \(\phi'=0.02335\) and \(\phi''=0.01390\), all in atomic units. Then

\[
\Delta r=-\frac{2(0.02335)}{1.5217}=-0.031\ \text{bohr},
\]
\[
\frac{dk}{dq}=0.01390+\frac{5.481\times0.02335}{1.5217}
=0.01390+0.08410=0.0980 .
\]

About 86% of the stiffening comes from the contraction acting through anharmonicity. The dipole term supplies 0.02215 of \(\phi'\), or 95%, but partly by cancellation: the quadrupole adds 0.0034, and the octupole and hexadecapole remove 0.0012 and 0.0006. At the same distance on the oxygen side the dipole term is 124% of \(\phi'\). The far-field picture gives the sign and the rough size here, not 5% accuracy. Fully relaxed calculations with small charges of both signs test the derivative and also give 0.0980. The free harmonic frequency is 2421.7 cm\(^{-1}\), so

\[
\Delta\omega=2421.7\times\frac{2\times0.0980}{2\times1.5217}
\approx156\ \text{cm}^{-1}.
\]

Q: Does the rise survive when the electrons are allowed to relax at the full charge?

A: Yes, but it is smaller. Keeping the free-CO density at every bond length and solving for the minimum of \(E_0+2\phi\) gives \(+149\) cm\(^{-1}\). In that calculation 5-sigma is neither emptied nor reshaped by the charge. Relaxing the orbitals reduces the shift to \(+92\) cm\(^{-1}\), with a bond length of 2.067 bohr instead of 2.057.

The relaxation energy therefore favours a longer bond. In a uniform field its leading part is \(-\tfrac12\alpha(r)F^2\), where \(\alpha\) is the polarisability along the axis, and it pulls outward because \(\alpha\) grows with \(r\) (\(\alpha'\approx9\) atomic units). At \(D=6.7\) bohr this uniform-field term supplies about half of the outward relaxation force; the rest comes from the non-uniformity of the field and from higher orders in \(q\). So polarisation has two effects here: its first-order force contracts the bond, and the higher-order terms partly undo that.

Distance separates them. At large \(D\) the first-order shift falls as \(1/D^2\), whereas the term in \(F^2\) falls as \(1/D^4\). Doubling a large distance divides the first by four and the second by sixteen, so the first-order rise wins far away. At \(D=13.4\) bohr the relaxed shift for \(q=2\) is \(+35\) cm\(^{-1}\) against a linear \(+38\). At short range, with a large charge, the linear formula fails and the rise itself can vanish: at \(D=5.0\) bohr, 2.0 Å from carbon, it predicts \(+281\) cm\(^{-1}\), while the relaxed shift is \(-3\).

Q: If this is electrostatics, turning CO around should reverse the effect.

A: It does. With the charge at \(z=+D\), the field points from O to C and the leading force changes sign. The relaxed calculation gives a longer bond, 2.118 bohr, and a shift of \(-155\) cm\(^{-1}\). The magnitudes on the two sides differ. With the free-CO density the oxygen-side shift is \(-116\) cm\(^{-1}\), so relaxation lowers the frequency and lengthens the bond for either direction of the field: from \(+149\) to \(+92\) on one side, from \(-116\) to \(-155\) on the other.

Q: Then is the antibonding character of 5-sigma a fiction?

A: No. Removing 5-sigma density raises the frequency too. In Hartree–Fock theory with occupations \(n_i\),

\[
E=\sum_i n_i h_i+\frac12\sum_{ij}n_in_j\left(J_{ij}-\tfrac12K_{ij}\right),
\]

apart from nuclear repulsion. Here \(h_i\) is the one-electron energy, and \(J_{ij}\) and \(K_{ij}\) are the Coulomb and exchange integrals. The orbitals are stationary, so only the explicit dependence on occupation counts at first order:

\[
\frac{\partial E}{\partial n_i}=h_i+\sum_j n_j\left(J_{ij}-\tfrac12K_{ij}\right)=\varepsilon_i .
\]

Removing \(n\) electrons from 5-sigma thus gives \(E_0-n\varepsilon\). This has the earlier form with \(q\phi\) replaced by \(-n\varepsilon\), so

\[
\frac{dk}{dn}=-\varepsilon''+\frac{g\varepsilon'}{k}
=-0.1218+\frac{5.481\times0.06765}{1.5217}=0.122 ,
\]

using \(\varepsilon'=-0.06765\) and \(\varepsilon''=0.1218\). Direct calculations with fractional occupations confirm the value. Removing 0.1 electron raises the frequency by about 10 cm\(^{-1}\).

Even this is not a pure measure of antibonding character. Taking away lone-pair density leaves a positive hole near carbon, whose field acts on the nuclei and on the remaining electrons. The orbital-energy slope contains all of that.

Q: And with the actual Sr\(^{2+}\) ion, orbitals included?

A: At the same \(D\), the shift is \(+137\) cm\(^{-1}\). The relaxed point charge gives 92, or 67% of it. The ion gains 0.09 electron by Mulliken's count, which depends on the basis set. If all of that came from 5-sigma, the first-order estimate would assign it about \(0.92\times9.7\approx9\) cm\(^{-1}\) of the remaining 45. Another way of counting electrons could change this estimate, so it does not set a limit on the part due to donation. Contact repulsion, which can push carbon towards oxygen, may also contribute. I have not separated it from donation and the ion's own polarisation.

Q: How far would you trust these numbers?

A: Not far: at this charge and distance the size depends strongly on the method, and even the sign can change. With electron correlation treated by CCSD, the point charge still shortens the bond, but the shift is only \(+42\) cm\(^{-1}\), from 2210 to 2252 cm\(^{-1}\). That is less than half the Hartree–Fock value. MP2 in the same basis gives \(-22\) cm\(^{-1}\), so the net rise at \(q=2\), \(D=6.7\) bohr rests on Hartree–Fock and CCSD. I have no correlated result for the Sr\(^{2+}\) complex and treated it in only one basis set, so neither its 137 cm\(^{-1}\) nor the 67% share should be read as a prediction for experiment. The calculations also hold \(D\) fixed, whereas in a complex the CO stretch couples to the metal–carbon motion. All energy curves use def2-TZVP without f functions on C and O, and their basis convergence was not tested. The derivatives come from a five-point quartic fit; a seven-point fit changes \(g\) to \(-5.45\), \(dk/dq\) to 0.0975 and \(dk/dn\) to 0.120, and moves the Hartree–Fock point-charge shifts by up to 1 cm\(^{-1}\).

Q: So what may I conclude from a carbonyl band above free CO?

A: That the influences raising the frequency outweigh those lowering it. The band position alone does not say how much of the rise comes from donation, from the field or from contact repulsion. A calculation in which the metal is replaced by its charge at the same position estimates the part due to the field, provided the charge is not so close and so large that higher-order polarisation dominates; a bare \(+2\) at 2.0 Å from carbon gives no rise at all in Hartree–Fock. What remains is not donation alone: it also contains contact repulsion and the metal's own polarisation, which must be separated before the remainder can support an argument for donation. For a metal with filled d orbitals, back-donation into the CO pi-antibonding orbitals can hide the field effect, so a frequency below free CO does not show that the field is absent.

## Computed values

```
Level: RHF, def2-TZVP without f on C,O; def2-SVP and ECP on Sr
Reduced mass of 12C16O: 12498.1 electron masses
Sr to CO centre of mass, scan minimum: 6.698 bohr
Distance D used: 6.7 bohr
Sr to C distance at free CO length: 5.509 bohr
Free CO: r = 2.0853 bohr, k = 1.5217 hartree/bohr^2
   frequency 2421.7 cm^-1, shift +0.0 cm^-1
Charge +2 at C side, frozen density: r = 2.0567 bohr, k = 1.7142 hartree/bohr^2
   frequency 2570.4 cm^-1, shift +148.6 cm^-1
Charge +2 at C side, relaxed: r = 2.0667 bohr, k = 1.6399 hartree/bohr^2
   frequency 2514.0 cm^-1, shift +92.3 cm^-1
Charge +2 at O side, relaxed: r = 2.1181 bohr, k = 1.3327 hartree/bohr^2
   frequency 2266.4 cm^-1, shift -155.3 cm^-1
Sr2+ at C side: r = 2.0587 bohr, k = 1.6988 hartree/bohr^2
   frequency 2558.8 cm^-1, shift +137.0 cm^-1
CCSD free CO: r = 2.1321 bohr, k = 1.2677 hartree/bohr^2
   frequency 2210.4 cm^-1, shift +0.0 cm^-1
CCSD charge +2 at C side: r = 2.1211 bohr, k = 1.3158 hartree/bohr^2
   frequency 2252.0 cm^-1, shift +41.5 cm^-1
Third derivative g: -5.4808 hartree/bohr^3
phi' at r0: 0.02335 hartree/(e bohr)
Dipole part of phi', -mu'/D^2: 0.02215 hartree/(e bohr)
phi'' at r0: 0.01390 hartree/(e bohr^2)
dk/dq, formula: 0.09799 hartree/(e bohr^2)
dk/dq, relaxed calculations: 0.09798 hartree/(e bohr^2)
First-order length change for q=2: -0.0307 bohr
First-order shift for q=2: 155.9 cm^-1
Dipole derivative mu': -0.9944 e
Uniform field: direct force on r per field: 0.00109 e
Uniform field: polarised-density force on r per field: -0.9908 e
Pi centroid, free (0 at C, 1 at O): 0.7576
Pi centroid, charge +2 at C side: 0.7153
5-sigma energy slope: -0.06765 hartree/bohr
5-sigma energy curvature: 0.12179 hartree/bohr^2
dk/dn for 5-sigma removal, formula: 0.12188 hartree/bohr^2
dk/dn, fractional occupations: 0.12188 hartree/bohr^2
Shift per 0.1 electron removed: 9.7 cm^-1
Mulliken electrons gained by Sr2+: 0.092
Point-charge shift / Sr2+ shift: 0.674
```
